Infrared Absorption of a Thin Polar Film, Free-Standing and on Metal

**The problem**

A flat film of a polar crystal has thickness d, much smaller than the infrared wavelength. Light arrives from vacuum at an angle θ to the film normal, with its electric field in the plane of incidence (p polarization). The film is isotropic and has the dielectric function

ε(ω) = ε∞ [1 + Δ/(ω_T² − ω² − iγω)], Δ = ω_L² − ω_T².

Here ω_T is the transverse optical (TO) frequency, γ the damping, and ε∞ the contribution of the electrons. Putting the bracket over a common denominator gives

ε(ω) = ε∞ (ω_L² − ω² − iγω)/(ω_T² − ω² − iγω).

Without damping, ε has a pole at ω_T and a zero at ω_L. The zero is the longitudinal optical (LO) frequency: a longitudinal wave has no magnetic field, so its displacement εE must vanish, and with E ≠ 0 this requires ε = 0.

Find the fraction A of the incident power that is absorbed, to leading order in d, (a) when the film lies on an ideal metal and (b) when it stands free in vacuum. At which frequencies are the absorption lines?

For numbers take ω_T = 0.004 Ry, ω_L = 0.005 Ry, γ = 0.0001 Ry, ε∞ = 4, d = 200 bohr and θ = 60°. These are round model parameters. The frequencies correspond to 439 and 549 cm⁻¹, the thickness to 10.6 nm. In Rydberg units ħ = 1 and c = 274.07.

Time dependence is e^(−iωt), so that Im ε > 0 means absorption. I write k = ω/c.

**A tempting solution**

Light is a transverse wave, so it should drive the transverse phonon. The time-averaged heat per unit volume, in SI form, is ½ωε₀ Im ε |E|². The power arriving per unit area of film is ½cε₀|E₀|² cosθ, where E₀ is the incident amplitude. The film is thin and hardly disturbs the wave, so set |E| = |E₀| inside it. The ratio of the two powers is then

A = kd Im ε/cosθ (free film, tempting).

On a metal the light crosses the film twice, so

A = 2kd Im ε/cosθ (film on metal, tempting).

Both formulas contain Im ε alone. They predict one line at ω_T in both cases and nothing at ω_L.

At ω_T the example has kd = 0.00292 and Im ε = 90. The free film would absorb 0.00292 × 90/0.5 = 0.53 of the light, and the film on metal twice that, 1.05. An absorptance above one is impossible, but this could be excused as a leading-order formula used where absorption is too strong. The real fault would remain at any thickness.

**Where it fails**

The heat formula is right. The error is the field put into it. A thin film does not see the incident field; it sees what the boundary conditions allow.

The component E_x, parallel to the surface, is continuous across a face. The normal component is not: εE_z is continuous, so E_z inside equals E_z outside divided by ε. Even for a film of vanishing thickness, |E_z|² inside is therefore changed by 1/|ε|². At ω_T, where |ε| ≈ 90, the normal field is almost wholly screened. At ω_L, where ε = 0.012 + 0.222i, it is enhanced by a factor of about 4.5.

The metal introduces a second error. The incoming and reflected waves are coherent, so one must add their fields and not their intensities. At an ideal metal the parallel fields cancel and the normal fields double.

The statement that light is transverse concerns a plane wave in a uniform medium. It does not forbid a field normal to the film, and a polarization normal to a thin film puts charge on its faces, as a longitudinal vibration does.

**Maxwell's equations in the film**

Let z point into the film, from the front face z = 0 to the back face z = d, and let x lie along the surface in the plane of incidence. All fields vary along x as e^(ik sinθ x). The magnetic field has only a y component. I call it H and scale it to the units of E, so that Maxwell's equations read

curl E = ikH, curl H = −ikεE.

The z component of the second equation is ik sinθ H = −ikεE_z, hence

E_z = −sinθ H/ε.

Its x component is −H′ = −ikεE_x, with the prime denoting d/dz:

H′ = ikεE_x. (1)

The y component of the first equation is E_x′ − ik sinθ E_z = ikH. Inserting E_z gives

E_x′ = ik(1 − sin²θ/ε)H. (2)

The parallel field enters with ε, the normal field with 1/ε.

In the vacuum in front, take an incident wave with H amplitude 1 and a reflected one with amplitude r:

H = e^(ik cosθ z) + r e^(−ik cosθ z).

Equation (1) with ε = 1 gives E_x = cosθ [e^(ik cosθ z) − r e^(−ik cosθ z)]. Both H and E_x are continuous at z = 0, so the ratio

ζ = E_x(0)/[cosθ H(0)] = (1 − r)/(1 + r)

can be computed from inside the film. Solving for r gives r = (1 − ζ)/(1 + ζ). If nothing is transmitted, the absorptance is

A = 1 − |r|² = (|1 + ζ|² − |1 − ζ|²)/|1 + ζ|² = 4 Re ζ/|1 + ζ|². (3)

**(a) The film on an ideal metal**

At the metal E_x(d) = 0. Inside the film E_x is then, by (2), of order kd|1 − sin²θ/ε| times H, and by (1) the change of H across the film is of relative order k²d²|ε − sin²θ|. Assume this is small and treat H as constant. Integrating (2) from 0 to d gives

0 − E_x(0) = ikd(1 − sin²θ/ε)H,

ζ = −i(kd/cosθ)(1 − sin²θ/ε). (4)

The first term in the bracket is real and gives no absorption. For the second, Re(i/ε) = −Im(1/ε) = Im(−1/ε). If also |ζ| ≪ 1, the denominator in (3) is 1, and

A = 4kd (sin²θ/cosθ) Im(−1/ε). (5)

The factor 4 is the square of the doubled normal field. Im ε has disappeared because the metal removes E_x.

To find the line, define x_L = (ω_L² − ω²)/(γω). Then ω_L² − ω² − iγω = γω(x_L − i), and since ω_T² = ω_L² − Δ,

1/ε = (1/ε∞){1 − Δ/[γω(x_L − i)]}. (6)

With Im[1/(x_L − i)] = 1/(1 + x_L²), this gives

ω Im(−1/ε) = Δ/[ε∞γ(1 + x_L²)].

The factor k in (5) supplies the ω on the left. The first-order absorptance is therefore largest exactly at x_L = 0, that is, at ω = ω_L. It falls to half at x_L = ±1, where ω² ± γω − ω_L² = 0. The positive roots are √(ω_L² + γ²/4) ∓ γ/2, so the full width at half maximum is γ. This is the Berreman effect: one line, at the LO frequency.

**When the line is no longer weak**

Insert (6) into (4). With kd/ω = d/c and −i/(x_L − i) = 1/(1 + ix_L), the result is

ζ = −ib + g/(1 + ix_L),

g = (d/c)(sin²θ/cosθ) Δ/(ε∞γ), b = (kd/cosθ)(1 − sin²θ/ε∞).

For the example

g = (200/274.07) × 1.5 × (9 × 10⁻⁶)/(4 × 10⁻⁴) = 0.0246,

while b ≈ 0.006 near the line. Neglecting b, Re ζ = g/(1 + x_L²) and |1 + ζ|² = [(1 + g)² + x_L²]/(1 + x_L²), so

A = 4g/[(1 + g)² + x_L²].

The peak is 4g/(1 + g)² and the width γ(1 + g). The extra width gγ = (d/c)(sin²θ/cosθ)Δ/ε∞ does not contain γ and enters through the factor |1 + ζ|², which matches the film to the outgoing wave. It is radiative: the vibrating film also sends light back into the vacuum. First order would give a peak of 4g = 0.0985; the saturated formula gives 0.0938, as does the full solution of Maxwell's equations. The width is 1.025 × 10⁻⁴ Ry in both.

Keeping b, with its slow variation across the line neglected, changes the denominator to (1 + g + bx_L)² + (x_L − b)². Setting its derivative to zero gives b(1 + g + bx_L) + x_L − b = 0, or x_L = −bg/(1 + b²). Since ω − ω_L ≈ −γx_L/2 close to the line, the peak lies above ω_L by about

bgγ/[2(1 + b²)].

This is 7 × 10⁻⁵ γ in the example, in agreement with the full solution.

Near grazing incidence g grows as 1/cosθ. It reaches 1 at θ = 89.06°, where radiative and internal damping are nearly equal and the peak absorptance is 0.9998. There b has grown too, to about 0.17, and the peak is displaced by 0.08γ. These numbers hold for the ideal metal. At such an angle a real metal is far from ideal: the model metal introduced below absorbs 0.33 of the light when bare, and with the film the peak is 0.97, of which 0.83 is heat in the film, displaced by 0.29γ.

**(b) The free film**

Now light is also transmitted. Let r and t be the amplitudes of H in the reflected wave at the front face and in the transmitted wave at the back face. Symmetry about the midplane z = d/2 reduces this case to problems without transmission.

Illuminate the film from both sides with equal waves. If their H amplitudes have the same sign, H is even about the midplane and the outgoing amplitude on each side is r + t. An even H has H′ = 0 at the midplane, so E_x = 0 there by (1). Each half of the film is then in the situation of part (a), with thickness d/2. If the amplitudes have opposite signs, H is odd, the outgoing amplitude is r − t up to the overall sign of the wave on that side, and H = 0 at the midplane. Hence

r + t = r_E(d/2), r − t = r_M(d/2),

where r_E belongs to a film backed by a plane with E_x = 0 and r_M to one backed by a plane with H = 0. Because |r|² + |t|² = ½(|r + t|² + |r − t|²),

A = 1 − |r|² − |t|² = ½[A_E(d/2) + A_M(d/2)]. (7)

No thin-film approximation has entered (7).

The first term is known from (5) with d replaced by d/2:

A_E(d/2) = 2kd (sin²θ/cosθ) Im(−1/ε).

For the second, H vanishes at the midplane and E_x is nearly constant in the half film, again if k²d²|ε − sin²θ| ≪ 1. Integrating (1) from 0 to d/2 gives 0 − H(0) = ikε(d/2)E_x, so

η = 1/ζ = cosθ H(0)/E_x(0) = −i(kd/2)cosθ ε.

Replacing ζ by 1/η in (3) multiplies numerator and denominator by the same factor 1/|η|², so A_M = 4 Re η/|1 + η|². Since Re(−iε) = Im ε, for |η| ≪ 1

A_M(d/2) = 2kd cosθ Im ε.

Equation (7) now gives

A = kd [cosθ Im ε + (sin²θ/cosθ) Im(−1/ε)]. (8)

The second term is the LO line, four times weaker than on the metal. The first is the TO line. With x_T = (ω_T² − ω²)/(γω), the given form of ε becomes ε∞{1 + Δ/[γω(x_T − i)]}, so

ω Im ε = ε∞Δ/[γ(1 + x_T²)],

which is largest exactly at ω_T. The free film has two lines if they are separated by much more than their widths and if θ is large enough for the LO term to form a maximum on the falling tail of the TO line. With the other parameters of the example there are two maxima at θ = 5° and still only one at θ = 4°. At normal incidence sinθ = 0 and the LO line is absent.

The metal thus selects one of two symmetries. It keeps the motion with E_x = 0 at the mirror plane and removes the one that carries the TO line.

Equation (8) also follows from the heat formula of the tempting solution once the right field is used. In a very thin free film E_x = cosθ and E_z = −sinθ/ε for unit incident amplitude. The heat ratio is

(kd Im ε/cosθ)(cos²θ + sin²θ/|ε|²),

and Im ε/|ε|² = Im(−1/ε). For the free film, the tempting solution lacked only the factor 1/|ε|² on the normal component.

**The free film in numbers**

Saturation acts on each part separately. The nonresonant parts are again neglected. Half of 4u/(1 + u)² gives the peak heights 2u/(1 + u)², with

u_L = g/2 = 0.0123,

u_T = (d/2c) cosθ ε∞Δ/γ = (100/274.07) × 0.5 × 4 × 0.09 = 0.0657.

The heights are 0.0240 for LO and 0.1157 for TO. To the LO value one must add the tail of the TO line at ω_L, which is 0.0004. The full solution gives 0.0244 and 0.1157, with both maxima within 4 × 10⁻⁴ γ of ω_L and ω_T.

The computed heat shows which field drives which line. At ω_T, E_x produces 99.96% of it; at ω_L, E_z produces 98.3%. The full spectrum between 0.003 and 0.006 Ry has two maxima for the free film and one for the film on metal.

**How completely is the TO line removed?**

Equation (5) has no TO line, but it is a first-order result. To find what it omits, combine (1) and (2) into

H″ = −q²H, q² = k²(ε − sin²θ).

On the ideal metal H′(d) = 0, so H is proportional to cos[q(d − z)]. Then H′(0)/H(0) = q tan(qd), and (1) gives

ζ = −i q tan(qd)/(kε cosθ).

Expand tan(qd) ≈ qd + (qd)³/3. The first term reproduces (4). The second contains

q⁴/ε = k⁴(ε − 2sin²θ + sin⁴θ/ε),

and adds to 4 Re ζ the amount

(4/3)(kd)³ [Im ε − sin⁴θ Im(−1/ε)]/cosθ.

Here Im ε returns, because E_x vanishes at the metal but not throughout the film. At ω_T this remainder is 6.0 × 10⁻⁶, against an LO tail of 1.9 × 10⁻⁴ at the same frequency. At θ = 60° and d = 200 bohr it is too weak to form a maximum of its own. The remainder grows as d³ while the LO tail scales as d sin²θ, so a small TO maximum does appear at smaller angles or in thicker films: at θ = 20° its height is 2.0 × 10⁻⁵, against 0.0081 for the LO line, and at θ = 60° it is present for d = 600 bohr.

A real metal lets some parallel field in. A decaying wave in a metal of dielectric constant ε_m has, by (1), E_x = ZH at its surface, with

Z = √(ε_m − sin²θ)/ε_m,

where the root has a positive imaginary part. Near ω_T the term sin²θ/ε in (2) is negligible, so in the film E_x ≈ [Z − ik(d − z)]H. Its squared modulus is

|E_x|² = [|Z|² − 2k(d − z) Im Z + k²(d − z)²]|H|².

Averaging over the film replaces d − z by d/2 and (d − z)² by d²/3. The film changes H little, so its value follows from the bare metal, for which ζ = Z/cosθ and H = 1 + r = 2/(1 + Z/cosθ). The heat due to E_x is therefore

A_x ≈ (kd/cosθ) |2/(1 + Z/cosθ)|² Im ε [|Z|² − kd Im Z + (kd)²/3].

For a model metal with ε_m = −10000 + 5000i, held constant, Z = 0.0022 − 0.0092i and the formula gives A_x = 2.5 × 10⁻⁴ at ω_T, as does the heat computed from the full fields. This is some forty times the ideal-metal remainder. It is still small beside the LO line, at which the total absorptance rises from 0.017 for the bare metal to 0.109 with the film. Unlike the ideal-metal remainder at this angle, it is enough to give the heat in the film a weak maximum at ω_T. The total absorptance has a weak maximum too, about 0.0177. It lies 0.08γ below ω_T because the film also modulates the loss in the metal, which falls from 0.01726 to 0.01717 between ω_T − γ/2 and ω_T + γ/2. On a real metal the TO line is thus suppressed rather than removed, and the suppression requires a thin film and a small |Z|. Measured against the TO line of the free film, the condition is |Z| ≪ cosθ: for the model metal A_x is 0.002 of the free-film value at 60° but 0.66 of it at 89.06°. Measured against the LO line, the condition is roughly ε∞|Z| ≪ sinθ: at θ = 2° A_x exceeds the heat in the film at ω_L.

**The role of polarization**

For s polarization the electric field is E_y, parallel to the surface, and there is no E_z to produce a term in 1/ε. At the ideal metal E_y = 0, while the parallel magnetic fields of the two waves add to a magnitude 2cosθ. Since |E_y′| = k|H_x|, the field in the film is |E_y| ≈ 2k cosθ (d − z). Integrating the heat gives

A_s ≈ (k Im ε/cosθ) × 4k² cos²θ × d³/3 = (4/3)(kd)³ cosθ Im ε.

In the example this is 1.5 × 10⁻⁶ at ω_T and 7 × 10⁻⁹ at ω_L. The LO line on the metal needs both p polarization and oblique incidence, because these together provide a field normal to the film.

The numerical check checks the first-order laws, the saturated heights and width, the symmetry identity and the TO remainders against a direct numerical solution of Maxwell's equations; it prints the peak shifts, which can be compared with the formula in b by hand.

Calculated quantities

```
TO energy: 0.0040 Ry = 438.9 cm^-1
LO energy: 0.0050 Ry = 548.7 cm^-1
damping gamma: 0.0001 Ry
eps_inf: 4.0 (dimensionless)
thickness: 200 bohr = 10.58 nm
angle of incidence: 60 degrees
speed of light: 274.072 Rydberg units
k d at TO: 0.002919 (dimensionless)
k d at LO: 0.003649 (dimensionless)
eps at TO: 4.000 + 90.000 i
eps at LO: 0.0123 + 0.2215 i
Im(-1/eps) at TO: 0.01109 (dimensionless)
Im(-1/eps) at LO: 4.5000 (dimensionless)
coupling g, metal-backed: 0.02463 (dimensionless)
metal, first-order LO absorptance 4g: 0.09851
metal, saturated formula: 0.09384
metal, exact LO peak absorptance: 0.09383
metal, exact peak minus LO: 7.3e-05 gamma
metal, exact full width: 1.0246e-04 Ry
metal, width formula: 1.0246e-04 Ry
metal, exact absorptance at TO: 2.002e-04
metal, LO-line tail at TO: 1.942e-04
metal, third-order remainder at TO: 5.969e-06
free, TO coupling u: 0.06568 (dimensionless)
free, LO coupling u: 0.01231 (dimensionless)
free, first-order TO part 2u: 0.13135
free, first-order LO part 2u: 0.02463
free, saturated TO part: 0.11566
free, saturated LO part: 0.02403
free, LO-line tail at TO: 4.86e-05
free, TO-line tail at LO: 4.04e-04
free, exact TO peak absorptance: 0.11571
free, exact LO peak absorptance: 0.02444
free, exact peak minus TO: 7.7e-05 gamma
free, exact peak minus LO: -3.7e-04 gamma
free, heat share of E_x at TO: 99.96 percent
free, heat share of E_z at LO: 98.35 percent
number of maxima, metal-backed: 1
number of maxima, free: 2
number of maxima, free at normal incidence: 1
s-polarized on metal, absorptance at TO: 1.492e-06
s-polarized on metal, absorptance at LO: 7.174e-09
real metal, eps_m: -10000 + 5000 i
real metal, Z: 0.00217 + (-0.00920) i
real metal, bare absorptance: 0.01723
real metal with film, LO peak absorptance: 0.10940
real metal, exact peak minus LO: 3.5e-04 gamma
real metal, E_x heat in film at TO: 2.479e-04
real metal, formula for that heat: 2.482e-04
angle where g = 1: 89.059 degrees
peak absorptance at that angle: 0.99981
peak minus LO at that angle: 0.081 gamma
```
